Error of Matthiessen's rule for mobility with acoustic-phonon and ionized-impurity scattering

Comment on a claimed proof that Matthiessen's rule is exact for independent scattering mechanisms

The argument under review

The manuscript treats a nondegenerate n-type semiconductor with acoustic-phonon (A) and ionized-impurity (I) scattering and argues as follows. (a) The mechanisms are independent, so 1/τ = 1/τ_A + 1/τ_I. (b) The mobility is μ = eτ/m*. (c) Hence μ equals μ_M, defined by 1/μ_M = 1/μ_A + 1/μ_I, and the impurity term is 1/μ − 1/μ_A. A footnote adds that if the rule fails, it always overestimates μ, by about 30% for equal contributions.

I accept (a). Step (b) is wrong when τ depends on energy, so (c) does not follow from it and holds only under further conditions. The footnote needs conditions and misplaces the reference of its percentage. I use SI formulas, an isotropic parabolic band E = ħ²k²/2m*, x = E/kT, linear response and zero magnetic field; only the drift mobility is treated.

1. Rates add state by state

The golden-rule rate W(k,k′) contains |V_A + V_I|². The phonon term changes a phonon number and the impurity term does not, so their final states differ, there is no cross term, and W = W_A + W_I. For elastic scattering W is symmetric, the Pauli factors cancel, and the collision term is −Σ W(k,k′)(δf_k − δf_k′). For δf ∝ cos θ_k, the azimuthal average of cos θ_k′ is cos θ cos θ_k, with θ the scattering angle. The term becomes −δf_k/τ with 1/τ(E) = Σ W(1 − cos θ), which is linear in W. So (a) holds at each energy.

2. The mobility averages τ, not 1/τ

In a field F along z, ħ dk/dt = −eF, and to first order −eF v_z f₀′ = −δf/τ, with f₀′ = df₀/dE. So δf = eFτ v_z f₀′, and

j = −e ∫ 2d³k/(2π)³ v_z δf = e²F ∫ D(E) (2E/3m*) τ (−f₀′) dE,

where v_z² was replaced by its angular mean 2E/3m* and D ∝ E^{1/2} is the density of states. The primitive of D is (2/3)ED, so by parts n = ∫D f₀ dE = (2/3)∫ED(−f₀′)dE. Then μ = j/(neF) is

μ = e⟨τ⟩/m*,  ⟨τ⟩ = ∫x^{3/2}(−f₀′)τ dx / ∫x^{3/2}(−f₀′) dx.

For Boltzmann statistics −f₀′ ∝ e^{−x}, and ⟨τ₀x^s⟩ = τ₀Γ(s+5/2)/Γ(5/2), with Γ(5/2) = 3√π/4. The manuscript inverts after averaging; the physics adds rates first and averages afterwards. Energy shells conduct in parallel, while the mechanisms act in series within each shell.

3. Sign and size of the error

For positive a, b and any λ, use λ² + (1−λ)² − 1 = −2λ(1−λ):

[λ²a + (1−λ)²b](a+b) − ab = λ²a² − 2λ(1−λ)ab + (1−λ)²b² = [λa − (1−λ)b]².

Divide by a+b, set a = τ₁(x), b = τ₂(x), so that ab/(a+b) = τ, and average, with A = ⟨τ₁⟩, B = ⟨τ₂⟩. Choose λ = B/(A+B). Then λ²A + (1−λ)²B = (B²A + A²B)/(A+B)² = AB/(A+B), which is m*μ_M/e, and λa − (1−λ)b = (Bτ₁ − Aτ₂)/(A+B). Thus

AB/(A+B) − ⟨τ⟩ = ⟨(Bτ₁ − Aτ₂)²/(τ₁+τ₂)⟩/(A+B)² ≥ 0.  (1)

So μ ≤ μ_M, with equality if and only if τ₁/τ₂ = A/B wherever the weight is nonzero. The condition for exactness is a common energy dependence, not independence.

4. The two relaxation times

The final-state density per spin and volume is g₁ = (4πk²/8π³) dk/dE = m*k/(2π²ħ²).

Acoustic: the coupling is Ξ div u. A longitudinal mode with ω = v_s q has squared amplitude ħ/(2ρ_d Vω) (mass density ρ_d, volume V), so |M|² = Ξ²q²ħ/(2ρ_d Vω) times N_q (absorption) or N_q+1 (emission). For ħω ≪ kT both are close to kT/ħω, each process gives Ξ²kT/(2c_l V) with c_l = ρ_d v_s², and the scattering is nearly elastic for carriers with E ≫ ħω, which excludes only the slowest ones. The sum is independent of q, so cos θ averages to zero:

1/τ_A = (2π/ħ)(Ξ²kT/c_l) g₁ = m*Ξ²kT k/(πħ³c_l).

With ħk = (2m*kT x)^{1/2}, τ_A = τ_A0 x^{−1/2} and τ_A0 = πħ⁴c_l/(√2 m*^{3/2}Ξ²(kT)^{3/2}). Since Γ(2)/Γ(5/2) = 4/(3√π) and 4π/(√2√π) = 2√(2π),

μ_A = 2√(2π) eħ⁴c_l/(3m*^{5/2}Ξ²(kT)^{3/2}).

Impurity (Brooks–Herring): N singly charged, randomly placed centres per volume, Born approximation. A potential φ induces δn = neφ/kT in a nondegenerate gas, and Poisson's equation then gives the matrix element e²/[ε(q²+q_s²)] with q_s² = ne²/(εkT). With y = 1 − cos θ, q² = 2k²y and the angular mean is ½∫dy. Put u = 2k²y + q_s² and b = 4k²/q_s²:

∫₀² y dy/(2k²y+q_s²)² = (1/4k⁴)∫(u − q_s²)/u² du = L/(4k⁴),  L = ln(1+b) − b/(1+b),

1/τ_I = (2π/ħ) N g₁ (e⁴/ε²) L/(8k⁴) = N m* e⁴L/(8πε²ħ³k³) = Ne⁴L/(16√2 π ε² m*^{1/2}E^{3/2}).

L varies slowly for b ≫ 1. Freezing it at x = 3, where the integrand x³e^{−x} of ⟨τ_I⟩ peaks, gives τ_I = τ_I0 x^{3/2}. With Γ(4)/Γ(5/2) = 8/√π and 16√2π · 8/√π = 128√(2π),

μ_I = 128√(2π) ε²(kT)^{3/2}/(Ne³m*^{1/2}L).

5. The combined mobility for these power laws

Multiply numerator and denominator of τ_Aτ_I/(τ_A+τ_I) by x^{1/2}/τ_I0: τ = τ_A0 x^{3/2}/(x²+X²), X² = τ_A0/τ_I0. The ratio r = μ_A/μ_I equals τ_A0Γ(2)/(τ_I0Γ(4)), so X² = 6r. Dividing ⟨τ⟩ by ⟨τ_A⟩ = τ_A0/Γ(5/2) and using x³/(x²+X²) = x − X²x/(x²+X²),

μ/μ_A = ∫₀^∞ x³e^{−x}/(x²+X²) dx = 1 − X²g,  g = ∫₀^∞ x e^{−x}/(x²+X²) dx.

Insert x/(x²+X²) = ∫₀^∞ e^{−xt}cos(Xt)dt, do the x integral, which gives 1/(1+t), and set u = X(1+t):

g = ∫_X^∞ cos(u−X) du/u = −Ci(X) cos X − [Si(X) − π/2] sin X,

because ∫_X^∞ cos u du/u = −Ci X and ∫_X^∞ sin u du/u = π/2 − Si X. As μ_M = μ_A/(1+r),

μ/μ_M = (1+r)(1 − 6r g).  (2)

At r = 1, X = 2.4495, Si = 1.76590, Ci = 0.30191 and g = 0.10794. Then μ/μ_A = 1 − 6(0.10794) = 0.3524 in place of 0.5, and μ/μ_M = 0.7048. The true mobility is 29.5% below μ_M, relative to μ_M; the overestimate relative to the true μ is 1/0.7048 − 1 = 41.9%. The footnote's 30% is the first quantity worded as the second. The extraction in (c) suffers more: μ_A(1/μ − 1/μ_A) = 1/0.3524 − 1 = 1.838, where the true impurity term μ_A/μ_I is 1.

The minimum of (2) is 0.7024 at r = 0.77, an overestimate of 42.4%; at r = 0.01, 0.1, 10 and 100 the ratio is 0.9409, 0.8035, 0.8648 and 0.9784. For small r, Ci ≈ γ + ln X (γ is Euler's constant), cos X ≈ 1 and sin X ≈ X give g ≈ −ln X − γ + πX/2, so μ/μ_A lies below 1 by 6r(−ln X − γ) at leading order, whereas the rule gives a reduction of r. The logarithm comes from slow carriers: expanding τ ≈ τ_A − τ_A²/τ_I gives the integrand x^{3/2}x^{−1}x^{−3/2} = 1/x, cut off at x ≈ X, below which impurities dominate however few they are. For large r, x³/X² − x⁵/X⁴ integrates to 6/X² − 120/X⁴ = 1/r − 10/(3r²), and multiplying by 1+r gives μ/μ_M ≈ 1 − 7/(3r) at leading order; at r = 10⁴, r(1 − μ/μ_M) = 2.331.

A simulation with two explicitly independent clocks checks (2) at r = 1. If every collision randomizes the direction, the velocity correlation survives only to the first collision, so D = ⟨v_z² t_first⟩ and μ = eD/kT. With Maxwell velocities and exponential times of means τ_A and τ_I, normalized to μ_A = μ_I = 1, the earlier time gives 0.3508 ± 0.0007. This is about two standard errors below 0.3524 (the test allows four) and far from 0.5.

6. Where the rule is good

For A = B and exponents s₁ = −1/2, s₂ = −1/2, 0, 1/2, 1, 3/2, the deficit 1 − μ/μ_M is 0, 3.35, 10.94, 20.12 and 29.52%. It also vanishes when the window narrows. For η = E_F/kT ≫ 1 put x = η + u; the factor x^{3/2} = η^{3/2}(1 + O(u/η)) cancels in the average at leading order, so the weight is e^{−u}/(1+e^{−u})², even in u, and expanding it in e^{−nu} gives ⟨u²⟩ = 2Σ(−1)^{n+1} n(2/n³) = 4(π²/12) = π²/3. At leading order τ₁ ≈ A(1 + s₁u/η) and τ₂ ≈ B(1 + s₂u/η), so Bτ₁ − Aτ₂ ≈ AB(s₁−s₂)u/η and τ₁+τ₂ ≈ A+B. Dividing (1) by AB/(A+B),

1 − μ/μ_M ≈ [AB/(A+B)²](s₁−s₂)² π²/(3η²).

For the equal acoustic–impurity power laws this is π²/(3η²), 0.366% at η = 30 against 0.359% by quadrature; at η = 0, 5, 10 quadrature gives 24.9, 8.0 and 2.8%.

7. How far "always" reaches

Inelastic scattering. Write f = f₀ + f₀(1−f₀)φ with the phonons held in equilibrium. Detailed balance makes P_kk′ = W(k,k′)f₀(1−f₀′) symmetric (primes here label k′). To first order, out-scattering is P[1 + (1−f₀)φ − f₀′φ′] and in-scattering P[1 + (1−f₀′)φ′ − f₀φ]; the difference is P(φ − φ′). So (Cφ)_k = ΣP(φ_k − φ_k′) is symmetric, and (φ,Cφ) = ½ΣΣP(φ_k − φ_k′)² ≥ 0. Since −f₀′(E) = f₀(1−f₀)/kT, the equation is CΦ = S with S = v_z f₀(1−f₀), after scaling out −eF/kT, and the resistivity is ρ = 1/(S,Φ) up to a common constant. Set ψ = ρΦ, so (S,ψ) = 1, Cψ = ρS, (ψ,Cψ) = ρ, and likewise ψ_i, ρ_i for C_i alone. With δ_i = ψ − ψ_i,

(ψ,C_iψ) = ρ_i + 2ρ_i(δ_i,S) + (δ_i,C_iδ_i),

and (δ_i,S) = 1 − 1 = 0. Summing with C = C₁ + C₂,

ρ − ρ₁ − ρ₂ = (δ₁,C₁δ₁) + (δ₂,C₂δ₂) ≥ 0.

This is Kohler's variational argument. The identity was tested on 200 random detailed-balance matrices; the smallest ρ/(ρ₁+ρ₂) was 1.0033. It requires C = C₁ + C₂: no interference between mechanisms, and each process counted once.

Carrier–carrier scattering breaks the second requirement, since it is present in each separately defined mobility. Model it, for δf ∝ v_z φ(x)f₀′ and w = 1/τ, by

wφ + ν(φ − ⟨φ⟩) = 1,  μ = e⟨φ⟩/m*.

The added term averages to zero, so it conserves momentum. Solving, φ = (1 + ν⟨φ⟩)/(w+ν); averaging with G = ⟨1/(w+ν)⟩ gives ρ ≡ 1/⟨φ⟩ = 1/G − ν. As ν → ∞, φ becomes constant, and the averaged equation ⟨wφ⟩ = 1 gives ρ = ⟨w⟩. This is additive, so the rule is exact in this limit. The single mobilities are multiplied by 1/(⟨τ⟩⟨1/τ⟩) = Γ(5/2)²/[Γ(5/2+s)Γ(5/2−s)], with Γ(5/2)² = 9π/16: 9π/32 for s = −1/2 and 3π/32 for s = 3/2. The matrix solution at ν = 10⁷/⟨τ⟩ gives 0.8836, 0.2946 and μ/μ_M = 1.0000.

At finite ν, dρ/dν = ⟨(w+ν)^{−2}⟩/G² − 1 > 0, a relative variance, unless w is constant. For two identical mechanisms, dividing the equation by 2 shows ρ(2w,ν) = 2ρ(w,ν/2) < 2ρ(w,ν). The rule then underestimates μ: for two x^{−1/2} mechanisms and ν = 1/⟨τ⟩ of one of them, μ/μ_M = 1.0199 in this model.

8. Worked example

Take round model parameters m* = 0.1mₑ, ε = 12ε₀, Ξ = 10 eV, c_l = 150 GPa, ρ_d = 5000 kg/m³, T = 300 K (kT = 0.02585 eV), and n = N. Then τ_A0 = 2190.6 fs, ⟨τ_A⟩ = 2190.6 × 4/(3√π) = 1647.9 fs and μ_A = e⟨τ_A⟩/m* = 28984 cm²/Vs. The frozen-L μ_I equals this at N = 6.0255×10¹⁶ cm⁻³. There k(x=3) = 0.4512 nm⁻¹, q_s = 0.05928 nm⁻¹, b = 4(0.4512/0.05928)² = 231.7, L = 4.4539 and τ_I0 = 365.1 fs, so X² = 2190.6/365.1 = 6.00. The rule gives μ_M = 28984/2 = 14492 cm²/Vs; adding rates inside the average, still with L frozen, gives 0.3524 × 28984 ≈ 1.02×10⁴ cm²/Vs.

Keeping L(E) at the same N gives μ_I = 28404, μ_M = 14345 and μ = 10745 cm²/Vs: μ is 25.1% below μ_M, and μ_M is 33.5% above μ. The direction follows from b ∝ x and dL/db = b/(1+b)² > 0: the local exponent of τ_I is 3/2 − b²/[(1+b)²L], closer to the acoustic −1/2. Consistently, 25.1% lies between the s₂ = 1 and s₂ = 3/2 entries of section 6. With Fermi–Dirac weights (η = −2.551) and q_s² = (e²/ε)dn/dE_F, which is 0.9739 times the nondegenerate value, the figures are 24.7% and 32.8%.

On validity: n/N_c = 0.0759, with N_c the effective density of states. The backscattering phonon energy at x = 3 is 0.126 kT (v_s = 5477 m/s), and the momentum-loss rate with the true Bose factor and phonon energy is 0.9991 of the elastic one. The Born parameter k a_B* is 2.87 (a_B* = 4πεħ²/m*e² = 6.350 nm), only moderately large and falling as x^{1/2}, so slow carriers are poorly described; the error of the Born approximation is not estimated here, the digits above are those of the model, and the percentages carry at most two figures. The program and its output follow this comment.

Recommendation

Claim (c) should be withdrawn and impurity densities obtained by adding rates inside ⟨τ⟩. The footnote can stand if rewritten: for additive collision operators counted once, μ ≤ μ_M; for equal nondegenerate x^{−1/2} and x^{3/2} mechanisms μ is 30% below μ_M, an overestimate of 42% relative to μ, reduced to about 25% and 33% in the example once L(E) and Fermi–Dirac statistics are kept.

Computed results

```
-- acoustic + impurity power laws, Boltzmann (dimensionless)
r=0.01: mu/muM = 0.9409
r=0.1: mu/muM = 0.8035
r=1: mu/muM = 0.7048
r=10: mu/muM = 0.8648
r=100: mu/muM = 0.9784
r=1: X=2.4495 Si=1.76590 Ci=0.30191 g=0.10794 mu/muA=0.3524
r=1: mu below muM by 29.5 %, muM above mu by 41.9 %
r=1: apparent/true impurity resistivity = 1.838
worst case: r=0.77, mu/muM=0.7024, overestimate 42.4 %
r=1e4: r*(1-mu/muM) = 2.331
Monte Carlo muA, muI, mu: 0.9990+-0.0013, 0.9969+-0.0035, 0.3508+-0.0007
-- equal contributions, exponents s1, s2
s1=-0.5 s2=-0.5: 1-mu/muM = 0.00 %
s1=-0.5 s2=+0.0: 1-mu/muM = 3.35 %
s1=-0.5 s2=+0.5: 1-mu/muM = 10.94 %
s1=-0.5 s2=+1.0: 1-mu/muM = 20.12 %
s1=-0.5 s2=+1.5: 1-mu/muM = 29.52 %
-- Fermi-Dirac, equal acoustic and impurity power laws
eta=0: 1-mu/muM = 24.883 %
eta=5: 1-mu/muM = 7.967 %
eta=10: 1-mu/muM = 2.830 %
eta=30: 1-mu/muM = 0.359 %
Sommerfeld estimate, eta=30: 0.366 %
200 random collision matrices: min rho/(rho1+rho2) = 1.0033
nu=1e7/<tau>: muA, muI factors 0.8836, 0.2946; mu/muM = 1.0000
nu=1/<tau>, two equal x^-1/2 mechanisms: mu/muM = 1.0199
-- example: m*=0.1 me, eps_r=12, Xi=10 eV, c_l=150 GPa
density=5000 kg/m3, T=300 K, kT=0.02585 eV, v_s=5477 m/s
N=n=6.0255e+16 cm-3, Nc=7.9355e+17 cm-3, n/Nc=0.0759
k(x=3)=0.4512 1/nm, q_s=0.05928 1/nm, aB*=6.350 nm
b(3)=231.7, L=4.4539, k aB*=2.87
hbar v_s 2k/kT=0.126, inelastic/elastic rate=0.9991
tauA0=2190.6 fs, tauI0=365.1 fs, <tauA>=1647.9 fs
frozen L: muA=28984 muI=28984 muM=14492 mu=10213 cm2/Vs
frozen L: mu below muM 29.5 %, muM above mu 41.9 %
full L(E): muA=28984 muI=28404 muM=14345 mu=10745 cm2/Vs
full L(E): mu below muM 25.1 %, muM above mu 33.5 %
Fermi-Dirac: eta=-2.551, q_s^2 factor=0.9739
FD, full L: muA=28668 muI=28681 muM=14337 mu=10797 cm2/Vs
FD, full L: mu below muM 24.7 %, muM above mu 32.8 %
```
